Rice's pinch-off rate for a smooth Gaussian linewidth, part 1

(Sections cited here and not found follow in the second part.)

## First half: the rate and its derivation

### 1. The result

Let W(y) be the width of a printed line at position y along its length. Suppose that W is a stationary Gaussian process with mean w, variance s² and correlation function ρ, so that

⟨[W(y) − w][W(y + h) − w]⟩ = s² ρ(h), ρ(0) = 1.

Stationary means that the statistics do not depend on y. Let ρ be smooth at zero lag and define the positive number Λ by

Λ² = −ρ''(0).

A pinch-off is an unbroken stretch of the line on which W ≤ 0. It is counted once, at the point where the width enters that range as y increases. The mean number of pinch-offs per unit length is

ν = (Λ/2π) exp[−w²/(2s²)].  (1)

The exponential says how improbable it is for the width to reach zero. The prefactor turns this improbability into a number per length, and it depends on the curvature of the correlation function at zero lag. This is a curvature in the statistics of the line, not the geometrical curvature of one particular edge.

A real line may fail before its width reaches zero. If it fails at a critical width c, the process W − c has mean w − c and the same fluctuations. With

D = w − c, u = D/s,

the rate becomes

ν = (Λ/2π) exp(−u²/2).  (2)

I derive (2); setting c = 0 gives (1). The problem is classical, so neither ħ nor the electron mass or charge enters. Lengths are in nm, Λ is in nm⁻¹, and so is ν.

### 2. From two edges to one width

Describe the left and right edges by functions x_L(y) and x_R(y). The width is

W(y) = x_R(y) − x_L(y).

This assumes that each edge has a single position at each y, so overhangs and islands are left out. Where W is negative the two model edges have crossed, and the stretch is read as missing line.

Let both edges have variance σ² and correlation function ρ, and let them be independent. Write δ_R and δ_L for their departures from their means. Then

⟨[δ_R(y) − δ_L(y)][δ_R(y + h) − δ_L(y + h)]⟩ = σ²ρ(h) + σ²ρ(h) = 2σ²ρ(h),

because the two cross terms vanish. Hence s² = 2σ², and the width has the same correlation function as one edge. If the edges are correlated, the cross terms stay and the width needs its own s and ρ. Equation (2) then holds with those, provided that the width is still Gaussian and smooth.

### 3. The slope of the width

Write δ(y) = W(y) − w. Stationarity makes ρ even, and smoothness then gives, for small h,

ρ(h) = 1 − Λ²h²/2 + smaller terms.

There is no linear term, because an even function that is differentiable at zero has zero slope there.

The mean square of the difference quotient is

⟨[δ(h) − δ(0)]²⟩/h² = [s² + s² − 2s²ρ(h)]/h² = 2s²[1 − ρ(h)]/h².

As h → 0 this tends to the variance of the slope:

⟨W'²⟩ = s²Λ².  (3)

So sΛ is the root-mean-square slope of the width. It has no unit, being nm of width per nm of length.

The covariance of width and slope at the same point follows in the same way:

⟨δ(0)[δ(h) − δ(0)]⟩/h = −s²[1 − ρ(h)]/h ≈ −s²Λ²h/2 → 0.

Width and slope at one point are therefore uncorrelated. They are also jointly Gaussian, because the difference quotient is a linear combination of Gaussian variables and its limit is again Gaussian. Jointly Gaussian variables with zero covariance are independent, since their joint density factorizes:

p(W, W') = {exp[−(W − w)²/(2s²)]/(s√(2π))} × {exp[−W'²/(2s²Λ²)]/(sΛ√(2π))}.  (4)

The independence holds at one and the same point. The slope here and the width some distance away are in general correlated.

The curvature can also be read from the power spectrum. If S(k) is the spectrum of the width, with k in radians per nm,

ρ(h) = ∫S(k) cos(kh) dk / ∫S(k) dk.

Differentiating twice with respect to h brings down −k², and setting h = 0 gives

Λ² = ∫k²S(k) dk / ∫S(k) dk.  (5)

Thus Λ is the root-mean-square wavenumber of the roughness. The weight k² makes it sensitive to short wavelengths that contribute little to s. If the integral in the numerator diverges, the width has no finite mean-square slope and the present derivation does not apply.

### 4. Counting the entries

I assume from here on that the individual profiles W(y) have a continuous second derivative. This is more than the count needs, but it makes the argument short.

First, the profile must cross the level c and not merely touch it. A touch means W = c and W' = 0 at the same point. Consider profiles with |W''| ≤ M on a line of length L, and place sampling points a distance h apart. If a touch occurs, some sampling point lies within h of it. By Taylor's formula, at that sampling point

|W'| ≤ Mh, |W − c| ≤ Mh²/2.

These conditions define a rectangle of area 2Mh × Mh² = 2M²h³ in the plane of W' and W. The density (4) is nowhere larger than 1/(2πs²Λ), so the probability at one sampling point is at most M²h³/(πs²Λ). There are about L/h points, and the total probability is at most of order h². It vanishes as h → 0. Profiles that exceed the bound M have a probability that can be made as small as desired by raising M. Touches therefore have probability zero.

The number of crossings on a finite line is also finite. If there were infinitely many, they would accumulate at some point. The width would equal c there, and between neighbouring crossings the slope would vanish somewhere, so the slope would vanish at the accumulation point too. That would be a touch.

Now let N be the number of entries on the length L, that is, the crossings with W' < 0. Each can be counted with a delta function. Near one such crossing W is a monotone function of y, and changing the variable from y to W gives

∫ δ(W − c) |W'| dy = ∫ δ(W − c) dW = 1,

where |W'| dy is the positive element of width. The factor |W'| is needed because a steep crossing spends little length near the level, while a shallow one spends much. Without it, the integral would favour shallow crossings. Summing over all entries,

N = ∫₀ᴸ δ(W − c) |W'| θ(−W') dy,  (6)

with θ the unit step, which keeps the downward crossings.

### 5. The average

Take the mean of (6). By stationarity the integrand has the same mean at each y, so ⟨N⟩ = νL with

ν = ⟨δ(W − c) |W'| θ(−W')⟩.

The density (4) factorizes, so the mean is a product:

ν = p_W(c) × F.

The first factor is the density of the width at the threshold,

p_W(c) = exp(−u²/2)/(s√(2π)).  (7)

The second is the mean downward part of the slope. With v = −W' > 0,

F = ∫₀^∞ v exp[−v²/(2s²Λ²)] dv/(sΛ√(2π)).

The integral of v exp[−v²/(2a²)] from zero to infinity is a², here with a = sΛ. Therefore

F = s²Λ²/(sΛ√(2π)) = sΛ/√(2π).  (8)

Multiplying (7) by (8), the two factors s cancel and the two square roots combine:

ν = [exp(−u²/2)/(s√(2π))] × [sΛ/√(2π)] = (Λ/2π) exp(−u²/2).

This is (2). At fixed u the rate does not depend on s separately. A larger s makes the slopes steeper in the same proportion as it dilutes the density.

No assumption of rarity has been made. At u = 0, where the threshold is the mean width, the rate is Λ/2π. As s → 0 at fixed positive D the rate vanishes faster than any power of s. For negative D the line is below the threshold for more than half of its length. The formula then still counts the failed stretches, but they are no longer isolated defects.

### 6. A second derivation, from sampled widths

The average of (6) exchanges a mean with the limiting process that defines the delta function. A second derivation avoids this exchange and also shows what is lost when a line is measured at discrete points.

Sample the width at spacing h, and count an entry whenever one sample lies above c and the next lies at or below it. Call the count N_h. Now halve the spacing. An interval that contained a counted entry still contains exactly one, in either its first or its second part, depending on the new middle sample. Other intervals may gain one. So N_h cannot decrease under halving. Once h is smaller than the smallest gap between crossings, N_h equals N. A non-negative count that grows in this way has a mean that converges to the mean of its limit:

⟨N⟩ = lim ⟨N_h⟩ = lim (L/h) Q(h),

where Q(h) is the probability that one sample lies above c and the next does not.

To find Q, use the scaled variables Z = (W − w)/s at the two points. They are standard Gaussian variables with correlation r = ρ(h), and the threshold is −u. Their joint density p(a, b; r) has the Fourier form

p = (1/4π²) ∬ exp(−ika − iqb) exp[−(k² + q² + 2rkq)/2] dk dq.

Differentiation with respect to r brings down −kq. Differentiation with respect to a and b brings down (−ik)(−iq) = −kq. Hence

∂p/∂r = ∂²p/∂a∂b.

Let J(r) be the probability that both variables lie at or below −u. Integrating the last relation over a and b from −∞ to −u gives

dJ/dr = p(−u, −u; r) = exp[−u²/(1 + r)]/[2π√(1 − r²)].

The exponent comes from (a² − 2rab + b²)/[2(1 − r²)] at a = b = −u, which is u²(1 − r)/(1 − r²) = u²/(1 + r).

The second variable lies at or below −u with probability J(1), since for r = 1 the two variables coincide. Therefore Q = J(1) − J(r). Set r = cos φ in the integral between these limits. Then √(1 − r²) = sin φ cancels the same factor in dr, and

Q(h) = (1/2π) ∫₀^α exp[−u²/(1 + cos φ)] dφ, cos α = ρ(h).  (9)

For small h, 1 − α²/2 ≈ 1 − Λ²h²/2, so α ≈ Λh. The integrand tends to exp(−u²/2). Thus Q/h tends to (Λ/2π) exp(−u²/2), which is (2) again.

The next term gives the sampling loss. Since 1/(1 + cos φ) ≈ 1/2 + φ²/8, integration of (9) gives the factor 1 − u²α²/24. For the correlation ρ = exp(−Λ²h²/2), matching the fourth-order terms of cos α and ρ gives α² ≈ Λ²h² − Λ⁴h⁴/6, or α ≈ Λh(1 − Λ²h²/12). Together,

sampled rate/ν ≈ 1 − (u² + 2)Λ²h²/24.  (10)

This holds when Λh and uΛh are both small. Sampling misses pinch-offs that begin and end between two neighbouring points. It also misses equally short recoveries, which merges two pinch-offs into one, but at large u these are rare.

## Second half: failed lengths, whole lines and a worked example

The symbols carried over are the mean width w, its standard deviation s, the critical width c, the margin D = w − c and the scaled margin u = D/s. The correlation function of the width is ρ, and Λ² = −ρ''(0). For a smooth stationary Gaussian width, the mean number of entries into W ≤ c per unit length is ν = (Λ/2π) exp(−u²/2), and the root-mean-square slope is sΛ.

### 7. How long is a failed stretch?

The fraction of the line at or below the threshold is

P₀ = ∫_u^∞ exp(−z²/2) dz/√(2π) = ½ erfc(u/√2).

On a long line the expected failed length is P₀L and the expected number of failed stretches is νL. Their mean length is therefore

ℓ = P₀/ν.  (11)

For large u, put z = u + t/u in the integral. Then z²/2 = u²/2 + t + t²/(2u²), and the last term can be dropped:

P₀ ≈ exp(−u²/2)/(u√(2π)) × ∫₀^∞ exp(−t) dt = exp(−u²/2)/(u√(2π)).

Dividing by ν gives

ℓ ≈ √(2π)/(uΛ).  (12)

Rare failures are short, because a deep excursion barely passes the threshold before it turns back.

The shape of a neck follows from the correlation function. The combination δ(y) − ρ(y)δ(0) has covariance s²ρ(y) − s²ρ(y) = 0 with δ(0). It is therefore independent of δ(0), and its mean is zero. If the width at y = 0 is known to be w − A, the mean profile around it is

w − Aρ(y) ≈ w − A + AΛ²y²/2,

with a spread of s√(1 − ρ²(y)). The spread vanishes at y = 0 and is at most s, so for A much larger than s the neck has nearly a definite shape on the scale of its depth A. Close to y = 0 the spread is about sΛ|y|, a random tilt, and it exceeds the mean rise AΛ²y²/2 when |y| is less than about 2s/(AΛ). The point y = 0 is therefore in general not exactly the narrowest one. Here the curvature of the correlation does become the curvature of the mean profile, AΛ².

### 8. The probability that a line fails

The rate is a mean number, not a probability. A line of length L fails if its width is already at or below c at the start, or if at least one entry follows. The probability of at least one entry cannot exceed the mean number of entries. Hence

P_fail ≤ P₀ + νL.  (13)

This bound needs no independence between defects. It is useful when the right side is small, and says nothing when it exceeds one.

If failures are rare and the correlation decays over a distance much shorter than the spacing between them, distant entries are nearly independent. Treating them as a Poisson process gives the approximation

P_fail ≈ 1 − (1 − P₀) exp(−νL).  (14)

We now have the mean rate of failures for a smooth Gaussian width, the mean length of a failed stretch, and a bound and an approximation for the probability that a whole line fails. What remains is to try these formulas on simulated lines, apply them to a worked example, and see how the result changes when the mean width varies, the tail is not Gaussian or the correlation has a cusp.
